# Electron Shot Noise in a Ten-Nanometre Square of Resist

## Problem

An electron-beam writer exposes a wide field of resist with the uniform dose $D=100$ µC/cm². The beam current at the resist is $I=1$ nA. The cathode emits $I_c=100$ µA, and apertures stop nearly all of it. Consider one square of side $L=10$ nm inside the field.

(a) How many electrons does the square receive on average, and what is the relative standard deviation of this number from square to square?

(b) Which dose at fixed side, or which side at fixed dose, would bring the relative standard deviation to 1 %?

(c) In an area of 1 mm², how many such squares are expected to receive at least 20 % too few electrons, and how many at least 20 % too many?

(d) How far do dose errors, blur, backscattering and the random energy loss in the resist change the noise?

Take the currents as steady and the passages of different electrons through the column as independent. Backscattering is left out until part (d). The elementary charge $e$ is positive.

## A tempting solution

Since 1 µC/cm² $=10^{-6}\,\mathrm{C}/10^{-4}\,\mathrm{m^2}=10^{-2}$ C/m², the dose is 1 C/m². The charge on the square is

$$Q=DL^2=(1\ \mathrm{C/m^2})(10^{-8}\ \mathrm{m})^2=10^{-16}\ \mathrm{C},$$

and the mean electron number is

$$N=\frac{Q}{e}=\frac{10^{-16}\ \mathrm{C}}{1.602\times10^{-19}\ \mathrm{C}}=624.15 .$$

The beam delivers this charge in the dwell time $t=Q/I=100$ ns. Meanwhile the cathode emits $M=I_ct/e=6.24\times10^7$ electrons. If emission is random, $M$ fluctuates by $\sqrt M$, a relative amount $1/\sqrt M=0.013$ %. The apertures pass the fixed fraction $p=I/I_c=10^{-5}$, so $n=pM$. Multiplication by a constant leaves a relative fluctuation unchanged, and the noise in the square is therefore 0.013 %.

## Where it fails

The mean is right, but the noise is impossible. It would mean a standard deviation of $624.15\times1.3\times10^{-4}\approx0.08$ electrons. Yet $n$ is an integer. With $x=n-624$, every integer satisfies $x^2\ge x$, so $\langle x^2\rangle\ge\langle x\rangle=0.15$. The variance is then at least $0.15-0.15^2\approx0.13$, and the standard deviation at least 0.36.

The faulty step is $n=pM$. An aperture does not cut each electron into a transmitted part $p$ and a stopped part $1-p$. Each electron passes whole or is stopped whole, and $p$ is the probability of passing. The relation $\langle n\rangle=pM$ holds for the average at given $M$, not for the number in one square.

## Right solution

**(a) Mean and noise.** First let the cathode be perfectly regular, with exactly $M$ electrons emitted during each dwell time. Give electron $i$ the variable $x_i=1$ if it reaches the resist and $x_i=0$ otherwise. Its mean is $p$. Because $x_i^2=x_i$, its variance is $p-p^2=p(1-p)$. For independent passages the variances add, so $n=\sum_i x_i$ has

$$\langle n\rangle=Mp=N,\qquad \mathrm{Var}(n)=Mp(1-p)=N(1-p).$$

Even a source without any fluctuation gives a variance close to $N$. The selection of few electrons out of many makes the noise.

Now let $M$ fluctuate, with mean $\bar M$ and variance $F\bar M$. Write the deviation as

$$n-N=(n-pM)+(pM-N).$$

At given $M$ the first bracket averages to zero, so the cross term vanishes when the square is averaged. The total variance is thus the mean of the conditional variance plus the variance of the conditional mean:

$$\mathrm{Var}(n)=\bar Mp(1-p)+p^2F\bar M=N\,[1-p(1-F)] .$$

The tempting solution kept only the second term. For a random source, $F=1$, that term is $pN$, while the omitted one is $(1-p)N$. With $p=10^{-5}$ nearly everything was lost.

The formula also shows when the result fails. For $p\to1$ the variance becomes $FN$, and the source alone sets the noise. At small $p$, source fluctuations matter once $pF$ is comparable with 1, here $F\sim10^5$. Correlated passages, for example through mutual repulsion in the column, lie outside this derivation.

The full distribution for fixed $M$ is binomial, because $\binom Mn$ choices of the transmitted electrons are equally probable. Substituting $p=N/M$ gives

$$P(n)=\binom Mn p^n(1-p)^{M-n}
=\frac{N^n}{n!}\,\frac{M(M-1)\cdots(M-n+1)}{M^n}\left(1-\frac NM\right)^{M}\left(1-\frac NM\right)^{-n}.$$

Let $M\to\infty$ at fixed $N$ and $n$. The second factor is a product of $n$ ratios that each tend to 1, the third tends to $e^{-N}$ (here the base of natural logarithms), and the last tends to 1. What remains is the Poisson distribution,

$$P(n)=e^{-N}\frac{N^n}{n!}.$$

Its variance follows from $\langle n(n-1)\rangle=\sum_{n\ge2}e^{-N}N^n/(n-2)!=N^2$, so that $\mathrm{Var}(n)=N^2+N-N^2=N$. For the present $M$ and $p$, half the summed absolute difference between the binomial and Poisson probabilities is $2.4\times10^{-6}$.

The relative noise is therefore

$$r=\frac{\sqrt N}{N}=\frac1{\sqrt N}=\frac1L\sqrt{\frac eD}=\frac1{\sqrt{624.15}}=4.0\ \%.$$

The square receives $624\pm25$ electrons, where 25 is one standard deviation and not a bound. About 68 % of the squares lie within it. A simulation that threw electrons independently onto a row of 10 000 squares gave a noise of 3.99 %.

**(b) Reaching 1 %.** Squaring $r=\sqrt{e/D}/L$ gives $r^2=e/(DL^2)$. At fixed side,

$$D=\frac{e}{L^2r^2}=\frac{1.602\times10^{-19}\ \mathrm{C}}{(10^{-16}\ \mathrm{m^2})(10^{-4})}=16.02\ \mathrm{C/m^2}=1602\ \text{µC/cm}^2 .$$

At the fixed dose of 100 µC/cm², $L=\sqrt{e/D}/r=40.0$ nm. Halving the noise takes four times the dose or twice the side. At this dose a 5 nm square has 8.0 % noise and a 20 nm square 2.0 %.

**(c) Rare squares.** Since $0.8N=499.3$ and $1.2N=749.0$ (slightly below 749), the limits are $n\le499$ and $n\ge749$. Summing Poisson probabilities gives

$$P(n\le499)=1.21\times10^{-7},\qquad P(n\ge749)=6.80\times10^{-7}.$$

One square millimetre holds $10^{10}$ squares, so about 1200 are expected to be too light and 6800 too heavy. A 4 % noise that looks harmless in one square produces thousands of large errors.

The limits lie $0.2\sqrt N\approx5$ standard deviations from the mean. A Gaussian would give $2.92\times10^{-7}$ on either side, too much below and too little above. To see why, put $n=N(1+\delta)$ and use Stirling's formula, $\ln n!\approx n\ln n-n$, leaving out its slowly varying logarithm:

$$\ln P\approx n-N-n\ln\frac nN=-N[(1+\delta)\ln(1+\delta)-\delta].$$

With $\ln(1+\delta)=\delta-\delta^2/2+\delta^3/3-\dots$, multiplication by $1+\delta$ gives $\delta+\delta^2/2-\delta^3/6+\dots$, hence

$$\ln P\approx-\frac{N\delta^2}{2}+\frac{N\delta^3}{6}.$$

The first term is the Gaussian. The second equals $\pm0.83$ at $\delta=\pm0.2$, a factor of about 2.3 up or down. This accounts for most of the deviation on both sides.

**(d) What the simple count leaves out.** Each effect is taken separately, with the dose and side held fixed.

*Dose error.* Let the intended dose be multiplied by $1+\xi$, where $\xi$ varies independently between squares with mean zero and standard deviation $s$. The conditional mean and variance are both $N(1+\xi)$. By the same division of the variance as in (a), $\mathrm{Var}(n)=N+N^2s^2$, or $r^2=1/N+s^2$. For $s=1$ % the noise rises to 4.13 %. An error common to all squares would shift the mean instead.

*Blur.* In a wide uniform field, as many electrons are on average blurred into a square as out of it, and independent displacements leave the count Poissonian. An isolated square loses electrons. Let the blur be Gaussian with standard deviation $\sigma$ along each axis. Take the aim points as spread evenly over the square. An electron displaced by $d$, with $|d|<L$, then stays inside for a fraction $1-|d|/L$ of the aim points. Along one axis the fraction kept is

$$g=2\int_0^L\left(1-\frac xL\right)\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dx
=\mathrm{erf}\!\left(\frac{L}{\sigma\sqrt2}\right)-\frac{\sigma}{L}\sqrt{\frac2\pi}\left(1-e^{-L^2/2\sigma^2}\right),$$

where $\int_0^Lx\,e^{-x^2/2\sigma^2}dx=\sigma^2(1-e^{-L^2/2\sigma^2})$ was used. For $\sigma=2$ nm, $g=0.840$, and both axes together keep $f=g^2=0.706$. The variance after this random loss is $f(1-f)N+f^2N=fN$, so the count remains Poissonian in its variance. The mean falls to 441 and the noise rises to $1/\sqrt{fN}=4.76$ %. The 29 % loss of mean dose is the larger change. These figures hold for evenly spread aim points. A real writer places a few discrete shots in the square and loses less: with the same $\sigma$, a $2\times2$ grid of shots at 5 nm pitch keeps $f=0.80$, and a single central shot keeps 0.975.

*Backscattering.* Let a fraction $b=0.15$ of the electrons return through the resist far from where they entered. In a wide field, those crossing a given square come from electrons aimed elsewhere. They add an independent count with mean and variance $bN$. The total is $(1+b)N=718$ crossings, with noise $1/\sqrt{(1+b)N}=3.73$ %. This counts crossings, not energy.

*Events in the resist.* Let each incident electron make a Poisson number of inelastic events with mean $m$, the film thickness divided by the mean free path. At given $n$, the number of events has mean $nm$ and variance $nm$. Its total variance is $Nm+m^2N$. Division by the squared mean $(Nm)^2$ gives

$$r_{\rm ev}^2=\frac1N\left(1+\frac1m\right).$$

A film of 50 nm and a mean free path of 150 nm give $m=1/3$. The bracket equals 4, and the noise doubles to 8.0 %. For $m\gg1$ it would return to $1/\sqrt N$.

*Deposited energy.* Let one event leave a random energy with mean $w$ and variance $c^2w^2$. The energy from one electron has mean $mw$ and variance $mc^2w^2+mw^2$, the second term coming from the random number of events. For $n$ electrons these are multiplied by $n$, so the total variance is $Nmw^2(1+c^2)+Nm^2w^2$. Division by $(Nmw)^2$ gives

$$r_{\rm en}^2=\frac1N\left(1+\frac{1+c^2}{m}\right).$$

Exponentially distributed losses have $c=1$. The bracket is then 7, and the noise is $\sqrt7\times4.003\ \%=10.6$ %. An electron-by-electron simulation of 10 000 squares with these parameters gave 7.95 % for the events and 10.56 % for the energy.

## Beside a real writer

The currents, film, mean free path, blur and backscattered fraction are rough values for a 100 keV writer and a thin polymer resist on silicon. The dose suits a fairly sensitive resist; PMMA at this beam energy needs several times more, which lowers the shot noise as $1/\sqrt D$. Of the effects sized here, random energy loss moves the noise most, from 4.0 % to 10.6 %. That figure is a model value, and it depends strongly on how rare large losses are counted. Real losses have a long tail. For PMMA at 100 keV, the spread of losses can be estimated by treating the electrons of the resist as free. If every loss up to 50 keV is counted at the place where it occurs, and the mean loss is taken from the Bethe stopping power of about 0.48 eV/nm, $c$ comes out near 6 to 7 and the noise near 45 %. A smaller assumed mean loss would raise both. The fast secondary electrons from the largest losses, however, carry much of their energy out of the square. If losses above 1 keV are left out, the noise is about 10 to 13 %, depending on how the inner shells are treated. Even a 1 keV electron travels some 40 nm in PMMA. A path of 10 nm belongs to roughly 400 eV, and a cut at 300 to 500 eV gives roughly 9 to 12 %. Such a cut also ignores the energy that secondary electrons bring in from neighbouring squares. The choice $c=1$ is thus a simple assumption, not a measured property of the resist. Diffusion during resist processing can also average over more than 10 nm. If the relevant side were 20 nm, all three noises, of electrons, events and energy, would be halved at the same dose, film thickness and $c$. For the energy this is only a rough guide, because a larger square keeps more of the fast secondary electrons and $c$ then changes. The 4 % is thus the noise of the electrons delivered, not a prediction of the error in the developed pattern. The numerical output lists the values used in parts (a) to (d).

## Calculated quantities

```
dose: 100 uC/cm2 = 1.000 C/m2
side of square: 10 nm
elementary charge: 1.602177e-19 C
charge on square: 1.000e-16 C
mean electron number N: 624.15
standard deviation: 24.98 electrons
relative noise: 4.003 %
beam current: 1.0 nA
cathode current: 100 uA
dwell time: 100.0 ns
electrons emitted in dwell time M: 6.2415e+07
passage probability p: 1.0e-05
binomial variance / mean, minus 1: -1.00e-05
binomial-Poisson total variation distance: 2.42e-06
simulated noise of landed electrons: 3.99 %
probability within one standard deviation: 0.683
limits for 20 % error: 499 and 749 electrons
probability of 20 % or more too few: 1.21e-07
same, Gaussian estimate: 2.92e-07
probability of 20 % or more too many: 6.80e-07
squares in 1 mm2: 1.0e+10
expected squares too light in 1 mm2: 1208
expected squares too heavy in 1 mm2: 6795
dose for 1 % noise at 10 nm: 1602 uC/cm2
side for 1 % noise at 100 uC/cm2: 40.03 nm
side 5 nm: N = 156.0, noise 8.01 %
side 20 nm: N = 2496.6, noise 2.00 %
dose error: 1.0 %
noise with dose error: 4.13 %
blur sigma: 2.0 nm
fraction kept along one axis g: 0.8404
fraction kept in isolated square f: 0.7063
mean number in isolated square: 440.8
noise in isolated square: 4.76 %
backscattered fraction: 0.15
mean crossings with backscattering: 717.8
noise of crossings: 3.73 %
resist thickness: 50 nm
inelastic mean free path: 150 nm
mean events per electron m: 0.3333
mean events in square: 208.1
noise of event count: 8.01 %
same, simulated: 7.95 %
relative spread of one loss c: 1.0
noise of deposited energy: 10.59 %
same, simulated: 10.56 %
```
